\section*{Current through one trap: harmonic rates and the optimal trap depth}

\section{Sequential tunnelling through one trap}

In a 10 nm oxide film with a rectangular 2 eV barrier, moving a trap from the centre to 4 nm from one electrode lowers its calculated tunnelling current by a factor of 326. The film thickness and trap energy are held fixed. One tunnelling step has become much faster, yet the current falls because the other step has become much slower and now limits the cycle.

The phrase ``trap depth'' has two meanings here. The spatial depth $x$ is the distance from the injecting electrode. The energy depth $E_t$ is measured downward from the oxide conduction-band edge. Both have an optimum, but for different reasons. At zero bias no net current flows, so a small voltage must separate the electrode occupations. We first neglect its effect on the barrier, which stays rectangular.

\subsection{The harmonic combination}

Let the left electrode inject electrons, $q>0$ be the elementary charge, and $I$ be the magnitude of the current carried from left to right. The trap has one available electron state. Let $c$ be its capture rate from a completely filled left electrode, and $e$ its emission rate into a completely empty right electrode. Tunnelling is elastic and weak, and the trap's occupation is described by rates.

Each tunnelling matrix element is the same for entering and leaving. The left electrode therefore fills an empty trap at rate $cf_L$ and empties a full one at rate $c(1-f_L)$, where $f_L$ is its Fermi occupation at the trap energy. The corresponding right-hand rates are $ef_R$ and $e(1-f_R)$. If $n$ is the mean trap occupation, then
\begin{align}
\frac{dn}{dt}
&=(cf_L+ef_R)(1-n)-[c(1-f_L)+e(1-f_R)]n\nonumber\\
&=cf_L+ef_R-(c+e)n. \label{balance}
\end{align}
The terms containing $nf_L$ and $nf_R$ cancel. In the steady state,
\begin{equation}
n=\frac{cf_L+ef_R}{c+e}. \label{occupation}
\end{equation}
The net particle current from the left is
\begin{align}
\frac Iq&=cf_L(1-n)-c(1-f_L)n=c(f_L-n)\nonumber\\
&=c\,\frac{(c+e)f_L-cf_L-ef_R}{c+e}
=R(f_L-f_R), \label{current}
\end{align}
with
\begin{equation}
R=\frac{ce}{c+e},\qquad \frac1R=\frac1c+\frac1e. \label{harmonic}
\end{equation}
Thus $R$ is half the harmonic mean of the two rates. When $f_L=1$ and $f_R=0$, an electron waits on average $1/c$ to enter and $1/e$ to leave; the cycle time is their sum. If $c\gg e$, then $R\simeq e$: improving capture further hardly helps.

\subsection{The rates for a rectangular barrier}

Take a one-dimensional, short-range trap in an oxide with tunnelling mass $m$. Its decay constant is
\begin{equation}
\kappa=\frac{\sqrt{2mE_t}}{\hbar}. \label{kappa}
\end{equation}
With $s$ measured from the trap, its normalized wavefunction is $\sqrt\kappa\,e^{-\kappa|s|}$, since $\int_{-\infty}^{\infty}\kappa e^{-2\kappa|s|}ds=1$.

Consider an electrode a distance $a$ away. Let $y=s-a$, and let the electrode have mass $m_{\rm el}$, wavenumber $k$ and kinetic energy $W=\hbar^2k^2/(2m_{\rm el})$ at the trap energy. Near the interface,
\begin{align}
\psi&=Ae^{-\kappa y}+Be^{\kappa y}\quad(y<0),&
\psi&=te^{iky}\quad(y>0),
\end{align}
where $A=\sqrt\kappa\,e^{-\kappa a}$. The wave proportional to $B$ is reflected into the barrier. For $\kappa a\gg1$, its effect back at the trap is exponentially small and is neglected.

Continuity of $\psi$ and of $\psi'/m$ gives
\begin{equation}
A+B=t,\qquad A-B=-\frac{ik'}{\kappa}t,\qquad
k'=\frac{m}{m_{\rm el}}k.
\end{equation}
Adding these equations gives $2A=t(1-ik'/\kappa)$, so
\begin{equation}
|t|^2=\frac{4\kappa^2A^2}{\kappa^2+k'^2}.
\end{equation}
The escape rate is the outgoing flux:
\begin{equation}
\frac{\hbar k}{m_{\rm el}}|t|^2
=\frac{\hbar k'}m|t|^2
=\nu e^{-2\kappa a},\qquad
\nu=\frac{4\hbar}{m}\frac{k'\kappa^3}{\kappa^2+k'^2}. \label{attempt}
\end{equation}
A simpler form follows from $r=k'/\kappa$. Since $\hbar\kappa^2/m=2E_t/\hbar$,
\begin{equation}
\nu=\frac{8E_t}{\hbar}\frac r{1+r^2},\qquad
r^2=\frac{mW}{m_{\rm el}E_t}. \label{attempt2}
\end{equation}
For a film of thickness $d$, the two rates are therefore
\begin{equation}
c=\nu_Le^{-2\kappa x},\qquad e=\nu_Re^{-2\kappa(d-x)}. \label{rates}
\end{equation}

\subsection{The optimal position}

At fixed trap energy and bias, the occupation difference in \eqref{current} is independent of $x$. Maximizing the current means minimizing
\begin{equation}
\frac1R=\frac{e^{2\kappa x}}{\nu_L}
+\frac{e^{2\kappa(d-x)}}{\nu_R}. \label{time}
\end{equation}
Its first derivative is $2\kappa(1/c-1/e)$ and its second is $4\kappa^2(1/c+1/e)>0$. The minimum thus occurs at $c=e$. Taking the logarithm of this equality,
\begin{equation}
\ln\nu_L-2\kappa x=\ln\nu_R-2\kappa(d-x),
\end{equation}
and hence
\begin{equation}
x^*=\frac d2+\frac1{4\kappa}\ln\frac{\nu_L}{\nu_R}. \label{position}
\end{equation}
Equal electrodes put the optimum at the midpoint. A larger left attempt rate lets the trap lie farther from the left electrode. The result requires $x^*$ to lie inside the film, many decay lengths from both interfaces.

At the optimum $c=e=\sqrt{\nu_L\nu_R}\,e^{-\kappa d}$, because the product $ce$ does not depend on $x$. Therefore
\begin{equation}
R_{\max}=\frac12\sqrt{\nu_L\nu_R}\,e^{-\kappa d}. \label{maximum}
\end{equation}
Put $\delta=x-x^*$. The two times in \eqref{time} become $e^{2\kappa\delta}/(2R_{\max})$ and $e^{-2\kappa\delta}/(2R_{\max})$. Their sum gives the whole profile:
\begin{equation}
R(x)=\frac{R_{\max}}{\cosh[2\kappa(x-x^*)]}. \label{profile}
\end{equation}
Half the maximum is reached when the hyperbolic cosine equals 2, so the full width is $\operatorname{arcosh}(2)/\kappa$. For uniformly distributed traps of the same energy, so sparse that electrons do not pass from trap to trap, the effective contributing thickness is
\begin{equation}
\int_{-\infty}^{\infty}\frac{d\delta}{\cosh(2\kappa\delta)}
=\frac{\pi}{2\kappa}. \label{thickness}
\end{equation}
Extending the limits is justified when both interfaces lie many decay lengths from $x^*$.

\subsection{Coherent resonance gives the same current}

The rate equation does not follow the electron's phase. To see what phase coherence changes, let $M$ couple the trap at energy $E_0$ to an energy-normalized incident state from the left. Golden-rule decay gives $c=2\pi|M|^2/\hbar$. With total decay rate $c+e$, the steady trap amplitude is
\begin{equation}
b=\frac{M}{E-E_0+i\hbar(c+e)/2}.
\end{equation}
The incident flux of an energy-normalized state is $1/(2\pi\hbar)$, while the flux leaving to the right is $e|b|^2$. Their ratio is the transmission
\begin{equation}
T(E)=\frac{\hbar^2ce}{(E-E_0)^2+[\hbar(c+e)/2]^2}.
\end{equation}
The Lorentzian integral $\int d\epsilon/(\epsilon^2+\gamma^2/4)=2\pi/\gamma$, with $\gamma=\hbar(c+e)$, gives
\begin{equation}
\int\frac{dE}{2\pi\hbar}T(E)=\frac{ce}{c+e}. \label{coherent}
\end{equation}
When the resonance is much narrower than $kT$ (here $k$ is Boltzmann's constant), the occupations are constant across it. The coherent current is then again \eqref{current}.

\subsection{The optimal energy}

Now fix a central trap between equal electrodes and vary its energy. Let $\varepsilon$ be its energy above the mean Fermi level, so $E_t=\phi_B-\varepsilon$, where $\phi_B$ is the barrier above that level. The rate is $R=\nu e^{-\kappa d}/2$. Its logarithmic slope follows from $d\kappa/d\varepsilon=-\kappa/(2E_t)$, $dW/d\varepsilon=1$ and \eqref{attempt2}:
\begin{align}
s&\equiv\frac{d\ln R}{d\varepsilon}\nonumber\\
&=\frac{\kappa d}{2E_t}-\frac1{E_t}
+\frac{1-r^2}{2(1+r^2)}\left(\frac1W+\frac1{E_t}\right). \label{slope}
\end{align}
For a thick barrier the first term dominates and $s>0$: without occupation effects, a shallower trap carries more current.

Let $u=\varepsilon/kT$, $v=qV/kT$ and $C=\cosh(v/2)$. With electrode Fermi levels shifted by $\pm qV/2$,
\begin{align}
f_L-f_R&=\frac1{e^{u-v/2}+1}-\frac1{e^{u+v/2}+1}\nonumber\\
&=\frac{\sinh(v/2)}{C+\cosh u}. \label{window}
\end{align}
The second line follows by combining the fractions and cancelling $2e^u$. The stationary condition for $\ln I$ is
\begin{equation}
s-\frac1{kT}\frac{\sinh u}{C+\cosh u}=0.
\end{equation}
With $p=kTs$ and $z=e^u$, multiplication by $2z$ after clearing the denominator gives
\begin{equation}
(1-p)z^2-2pCz-(1+p)=0.
\end{equation}
For $0<p<1$ the product of the roots is negative. The positive root is
\begin{equation}
z=\frac{pC+\sqrt{p^2C^2+1-p^2}}{1-p}. \label{root}
\end{equation}
Since $s$ depends on $E_t$, this is solved self-consistently. As $V\to0$, $C\to1$ and $z=(1+p)/(1-p)$, so
\begin{equation}
E_t^*=\phi_B-2kT\,\operatorname{artanh}(kTs). \label{energy}
\end{equation}
The trap should lie slightly above the Fermi level: a lower barrier compensates for a small loss of occupation difference.

A distant maximum near the band edge must also be considered. Well above the Fermi level, the exponential part of $\ln I$ is $-\kappa d-\varepsilon/kT$, which is convex in $\varepsilon$. It has no interior maximum there. Comparing its ends gives $-\kappa d$ near the Fermi level and $-\phi_B/kT$ near the band edge. At this exponential accuracy, the near-Fermi optimum wins when $\kappa d<\phi_B/kT$.

\subsection{Numbers for a hafnia capacitor}

Consider a 10 nm hafnium--zirconium-oxide film between TiN electrodes at 300 K. Rough model parameters are $\phi_B=E_t=2$ eV, $m=0.20$ free-electron masses, $m_{\rm el}=1$ free-electron mass and $W=5$ eV. The bias is 0.10 V, or 0.10 MV/cm.

Equation \eqref{kappa} gives $\kappa=3.240\ \mathrm{nm^{-1}}$ and $\kappa d=32.402$. Since $r^2=0.20\times5/2=0.50$, \eqref{attempt2} gives $\nu=1.146\times10^{16}\ \mathrm{s^{-1}}$. At the central optimum,
\begin{align}
c=e&=1.146\times10^{16}e^{-32.402}\ \mathrm{s^{-1}}
=97.1\ \mathrm{s^{-1}},\nonumber\\
R_{\max}&=97.1/2\ \mathrm{s^{-1}}=48.55\ \mathrm{s^{-1}}.
\end{align}
With the level at the mean Fermi energy, \eqref{window} gives $f_L-f_R=0.747$. The current is
\begin{equation}
I=(1.602\times10^{-19})(48.55)(0.747)\ \mathrm A
=5.81\times10^{-18}\ \mathrm A.
\end{equation}
At $x=4$ nm the rate is $0.149\ \mathrm{s^{-1}}$. The ratio is $\cosh(2\times3.240\times1)=326$, the factor with which we began. The profile's full width is 0.406 nm.

The effective thickness is 0.485 nm. It can be used to add up single-trap currents only when the traps are sparse. At a density of $10^{19}\ \mathrm{cm^{-3}}$ the mean spacing is about 4.6 nm, less than the 5 nm from a central trap to either electrode. If all these traps shared one energy, paths through two traps would carry far more current than the single-trap sum.

For the energy optimum, self-consistent iteration at vanishing bias gives $s=7.735\ \mathrm{eV^{-1}}$. With $kT=0.02585$ eV, the level is 10.5 meV above the Fermi level and $E_t^*=1.990$ eV. At 0.10 V the offset from the mean Fermi level is 22.6 meV; at 358 K it is 26.3 meV. The condition against a band-edge maximum holds at 300 K: $32.4<2/0.02585=77.4$.

\subsection{Corrections to the position}

If either spin can enter but double occupation is forbidden, full bias gives $2c(1-n)=en$. The current rate is $2ce/(2c+e)$, equivalent to replacing $\nu_L$ by $2\nu_L$ in \eqref{position}. The optimum moves away from the injector by $\ln2/(4\kappa)=0.053$ nm.

A field also tilts the barriers. Let $F$ be the potential-energy drop per length, and let the trap remain $E_t$ below the local band edge. Its left barrier becomes higher and its right barrier lower. To first order, the tunnelling exponents are
\begin{align}
S_L&=2\kappa\left(x+\frac{Fx^2}{4E_t}\right),\nonumber\\
S_R&=2\kappa\left[(d-x)-\frac{F(d-x)^2}{4E_t}\right].
\end{align}
For equal prefactors, minimizing $e^{S_L}+e^{S_R}$ gives
\begin{equation}
S_R-S_L=\ln\frac{dS_L/dx}{|dS_R/dx|}.
\end{equation}
Write $x=d/2+\delta$. To first order, the left side is $-4\kappa\delta-\kappa Fd^2/(4E_t)$ and the right side is $Fd/(2E_t)$. Hence
\begin{equation}
\delta=-\frac{Fd^2}{16E_t}\left(1+\frac2{\kappa d}\right). \label{tilt}
\end{equation}
The trap moves toward the injector to shorten the raised barrier. Numerical maximization of the semiclassical current, including the changing occupation difference, gives 4.97 nm at 0.10 V and 4.66 nm at 1 V. Relative to the rectangular result at the same voltage, the maximum current changes by factors of 1.003 and 1.4. Away from the optimum the tilt matters more: at 0.10 V the factor 326 becomes about 240 for a trap 4 nm from the injector and about 440 for a trap 4 nm from the collector.

\subsection{What a real film changes}

The barriers, masses and trap energies of such films are uncertain. The 0.10 V example lies well below a rough switching voltage of 1 V. Real traps are also spread in energy, and electrons may pass through several of them, so the single-trap current above is not a leakage prediction. The following estimates change one assumption at a time and should not simply be multiplied.

Among these estimates, dropping the elastic assumption changes the current most. Suppose that the lattice relaxes by $\lambda=1$ eV when the trap charge changes. Classical vibrations replace the sharp capture energy by a Gaussian centred at $+\lambda$, with variance $2\lambda kT$; emission is centred at $-\lambda$. These energies are measured from the relaxed trap level, held at the mean Fermi level. Integrating these Gaussians with the filled and empty electrode states, at constant tunnelling strength, multiplies the current by $2.5\times10^{-5}$. The classical form needs vibrational quanta well below $kT$, which oxide optical modes do not satisfy at 300 K. A single quantum mode with the same $\lambda$ gives about $5\times10^{-5}$ for a 50 meV quantum and $2\times10^{-4}$ for 90 meV.

The exponential barrier factor is also sensitive to the band model. Replacing $\kappa$ by $\kappa\sqrt{1-E_t/E_g}$, a two-band form with $E_g=5.5$ eV that reads $m$ as the band-edge mass, multiplies the current by 702. Raising the mass to 0.25 instead multiplies it by 0.022. Both estimates keep the prefactor fixed.

A point trap emits into a range of transverse wavevectors $g$. At distance $a$, its three-dimensional tail contributes $\kappa e^{-2pa}g\,dg/p^2$ to the probability per unit length, with $p=\sqrt{\kappa^2+g^2}$. For large $\kappa a$, $p\simeq\kappa+g^2/(2\kappa)$, and the transverse integral multiplies the one-dimensional rate by about $1/(2\kappa a)$. Numerical integration for the central trap gives 0.031. Since the reciprocal rate is proportional to $ae^{2\kappa a}$, which is convex, equal electrodes still favour the midpoint.

Image attraction lowers the barrier by $q^2/(16\pi\epsilon_0\epsilon_\infty a)$ near each electrode, expressed as an energy. Adding both terms with optical permittivity $\epsilon_\infty=4.5$, and setting negative barriers to zero, increases the semiclassical current by a factor of 2.8. This keeps only the nearest image in each electrode; the further images make the increase slightly smaller.

Ferroelectric polarization can leave an internal field. For polarization $P$, film permittivity $\epsilon_f$ and screening length $\ell$ in each electrode, let $\sigma$ be the screening charge per area. Gauss's law and zero total voltage give $\epsilon_0\epsilon_fE+P=\sigma$ and $Ed+2\sigma\ell/\epsilon_0=0$, so
\begin{equation}
|E|=\frac{2\ell P}{\epsilon_0(d+2\ell\epsilon_f)}.
\end{equation}
With $P=20\ \mathrm{\mu C/cm^2}$, $\ell=0.05$ nm and $\epsilon_f=30$, this is 1.74 MV/cm. For a field tilting the bands in the bias direction, with a central trap aligned to the mean Fermi level, the semiclassical optimum at 0.10 V is 4.54 nm and the current factor is 0.64, with the prefactor fixed and the tilt taken from the polarization field alone. Adding the film's share of the bias field, $V/(d+2\ell\epsilon_f)\simeq0.08$ MV/cm, and letting the prefactor vary gives 4.52 nm and about 0.5. This field opposes the polarization and exceeds the 1 MV/cm implied by the rough switching voltage. The full polarization could therefore not persist without extra screening, for example by charge trapped at interfaces, and these numbers are a limiting case. Within the elastic model with one electron state per trap, the midpoint rule requires comparable attempt rates (the shift grows only with the logarithm of their ratio), weak internal tilt including any from unequal work functions, a trap energy that does not vary with position, and traps sparse enough to act singly.
